# Parabolic and spherical hydrogen states linked by Clebsch-Gordan coefficients, with phases: test program

```python
# Result under test (Hartree atomic units, H = -lap/2 - Z/r, kappa = Z/n):
#   <n l m | n1 n2 m> = (-1)^(l+j-m1) <j m1 j m2|l m> = (-1)^(j+m1) <j m2 j m1|l m>
# j=(n-1)/2, k=n1-n2, m1=(m+k)/2, m2=(m-k)/2, n=n1+n2+|m|+1.
# Spherical states: R_nl>0 near r=0, Condon-Shortley Y_lm. Parabolic states (xi=r+z, eta=r-z):
# positive constant * e^{im phi} (xi eta)^{|m|/2} e^{-kappa r} L_n1^|m|(kappa xi) L_n2^|m|(kappa eta).
# A = Z r/|r| - (p x L - L x p)/2, K = A/kappa, J1,2 = (L +- K)/2, L = -i Lam, Lam = r x grad.
# A function sum c x^a y^b z^c r^e * exp(-decay r) is stored as {(a,b,c,e): c} with x^2
# eliminated, so derivatives and overlap integrals are done term by term in closed form.
import numpy as np, sympy as sp, mpmath as mp
from math import factorial, comb, gamma, sqrt, pi, acos, atan2
from functools import lru_cache
from collections import defaultdict
from numpy.polynomial import Legendre, Polynomial
from scipy.linalg import null_space
from scipy.constants import physical_constants as pc
from sympy.physics.wigner import clebsch_gordan

def canon(P):
    out = defaultdict(complex); stack = list(P.items())
    while stack:
        (a, b, c, e), v = stack.pop()
        if a < 2: out[(a, b, c, e)] += v
        else: stack += [((a-2, b, c, e+2), v), ((a-2, b+2, c, e), -v), ((a-2, b, c+2, e), -v)]
    return {q: v for q, v in out.items() if v != 0}
def lin(*pairs):
    out = defaultdict(complex)
    for w, P in pairs:
        for q, v in P.items(): out[q] += w*v
    return dict(out)
def mul(P, Q):
    out = defaultdict(complex)
    for s, v in P.items():
        for q, u in Q.items(): out[(s[0]+q[0], s[1]+q[1], s[2]+q[2], s[3]+q[3])] += v*u
    return canon(out)
ONE = {(0, 0, 0, 0): 1.0}; R = {(0, 0, 0, 1): 1.0}; RINV = {(0, 0, 0, -1): 1.0}
X = [{(1, 0, 0, 0): 1.0}, {(0, 1, 0, 0): 1.0}, {(0, 0, 1, 0): 1.0}]
CYC = {0: (1, 2), 1: (2, 0), 2: (0, 1)}
def d(i, P, a):
    out = defaultdict(complex)
    for s, v in P.items():
        if s[i]:
            q = list(s); q[i] -= 1; out[tuple(q)] += s[i]*v
        q = list(s); q[i] += 1; q[3] -= 1; out[tuple(q)] -= a*v
        if s[3]:
            q[3] -= 1; out[tuple(q)] += s[3]*v
    return canon(out)
def lap(P, a): return lin(*[(1, d(i, d(i, P, a), a)) for i in range(3)])
def euler(P, a): return lin(*[(1, mul(X[i], d(i, P, a))) for i in range(3)])
def ham(P, a, Z): return lin((-0.5, lap(P, a)), (-Z, mul(RINV, P)))
def Lam(i, P, a):
    j, k = CYC[i]; return lin((1, mul(X[j], d(k, P, a))), (-1, mul(X[k], d(j, P, a))))
def A_def(i, P, a, Z):
    j, k = CYC[i]
    return lin((Z, mul(X[i], mul(RINV, P))), (.5, d(j, Lam(k, P, a), a)), (-.5, d(k, Lam(j, P, a), a)),
               (-.5, Lam(j, d(k, P, a), a)), (.5, Lam(k, d(j, P, a), a)))
def A(i, P, a, Z):
    g = d(i, P, a)
    return lin((Z, mul(X[i], mul(RINV, P))), (1, mul(X[i], lap(P, a))), (-1, euler(g, a)), (-1, g))
def size(P): return max([abs(v) for v in P.values()] + [0.0])
def same(P, Q, tol=1e-11): return size(lin((1, P), (-1, Q))) < tol*max(size(P), size(Q), 1e-3)
def prune(P):
    s = size(P); return {q: v for q, v in P.items() if abs(v) > 1e-13*s}
@lru_cache(None)
def sphere(a, b, c):
    if a % 2 or b % 2 or c % 2: return 0.0
    return 2*gamma((a+1)/2)*gamma((b+1)/2)*gamma((c+1)/2)/gamma((a+b+c+3)/2)
@lru_cache(None)
def radial(deg, a): return factorial(deg+2)/(2*a)**(deg+3)
def inner(P, Q, a):
    tot = 0j
    for s, v in P.items():
        vc = complex(v).conjugate(); ds = sum(s)
        for q, u in Q.items():
            w = sphere(s[0]+q[0], s[1]+q[1], s[2]+q[2])
            if w: tot += vc*u*w*radial(ds+sum(q), a)
    return tot
def power(P, k):
    out = ONE
    for _ in range(k): out = mul(out, P)
    return out
def laguerre(p, al, S): return lin(*[((-1)**i*comb(p+al, p-i)/factorial(i), power(S, i)) for i in range(p+1)])
def transverse(m): return power(lin((1, X[0]), (1j if m >= 0 else -1j, X[1])), abs(m))
def solid(l, m):
    M = abs(m); co = Legendre.basis(l).convert(kind=Polynomial).deriv(M).coef
    pol = {(0, 0, c, l-M-c): co[c] for c in range(len(co)) if (l-M-c) % 2 == 0}
    N = (-1)**((m+M)//2)*sqrt((2*l+1)/(4*pi)*factorial(l-M)/factorial(l+M))
    return lin((N, mul(transverse(m), pol)))
@lru_cache(None)
def sph(n, l, m, Z):
    t = 2*Z/n; N = t**(l+1.5)*sqrt(factorial(n-l-1)/(2*n*factorial(n+l)))
    return lin((N, mul(solid(l, m), laguerre(n-l-1, 2*l+1, lin((t, R))))))
def par_norm(n1, n2, m, Z):
    M = abs(m); n = n1+n2+M+1; kp = Z/n
    return kp**(1.5+M)/sqrt(pi*n)*sqrt(factorial(n1)*factorial(n2)/(factorial(n1+M)*factorial(n2+M)))
@lru_cache(None)
def par(n1, n2, m, Z):
    M = abs(m); kp = Z/(n1+n2+M+1)
    f1 = laguerre(n1, M, lin((kp, R), (kp, X[2]))); f2 = laguerre(n2, M, lin((kp, R), (-kp, X[2])))
    return lin((par_norm(n1, n2, m, Z), mul(transverse(m), mul(f1, f2))))
def labels(n): return [(n-1-abs(m)-n2, n2, m) for m in sorted(range(1-n, n), key=lambda t: (abs(t), -t)) for n2 in range(n-abs(m))]
def jm(n1, n2, m): return sp.Rational(n1+n2+abs(m), 2), sp.Rational(m+n1-n2, 2), sp.Rational(m-n1+n2, 2)
def Lpm(sg, P, a): return lin((-1j, Lam(0, P, a)), (sg, Lam(1, P, a)))
def Kpm(sg, P, a, Z): return prune(lin((1/a, A(0, P, a, Z)), (sg*1j/a, A(1, P, a, Z))))

# operator identities on a function that is not an eigenfunction
a, Z = 0.7, 1.3
T = {(1, 1, 0, 0): 1.0, (0, 0, 2, 1): 0.4, (1, 0, 0, 0): -0.9, (0, 1, 2, 0): 0.3, (0, 0, 0, 2): 0.5}
for i in range(3): assert same(A_def(i, T, a, Z), A(i, T, a, Z))
assert same(ham(A(2, T, a, Z), a, Z), A(2, ham(T, a, Z), a, Z))
assert same(lin((1, Lam(0, A(1, T, a, Z), a)), (-1, A(1, Lam(0, T, a), a, Z))), lin((-1, A(2, T, a, Z))))
assert same(lin((1, A(0, A(1, T, a, Z), a, Z)), (-1, A(1, A(0, T, a, Z), a, Z))), lin((-2, ham(Lam(2, T, a), a, Z))))
assert same(lin((1, Lam(0, A(0, T, a, Z), a)), (1, Lam(1, A(1, T, a, Z), a))), lin((-1, Lam(2, A(2, T, a, Z), a))))
L2T = lin(*[(-1, Lam(i, Lam(i, T, a), a)) for i in range(3)])
assert same(lin(*[(1, A(i, A(i, T, a, Z), a, Z)) for i in range(3)]), lin((Z*Z, T), (2, ham(lin((1, L2T), (1, T)), a, Z))))
def comm(W): return lin((1, ham(W(T), a, Z)), (-1, W(ham(T, a, Z))))
dz = d(2, T, a); zr = mul(X[2], mul(RINV, T))
assert same(comm(lambda P: mul(X[2], P)), lin((-1, dz)))
assert same(comm(lambda P: mul(X[2], euler(P, a))), lin((-1, mul(X[2], lap(T, a))), (-1, euler(dz, a)), (-1, dz), (-Z, zr)))
assert same(comm(lambda P: mul(power(R, 2), d(2, P, a))), lin((-3, dz), (-2, euler(dz, a)), (-Z, zr)))

# parabolic form of the Laplacian and of A_z; separation constant
x, y, z = sp.symbols('x y z', real=True); xi, eta, ph = sp.symbols('xi eta ph', positive=True)
rr = sp.sqrt(x*x+y*y+z*z); f = (x*x*y+x*z-2*z**3+y)*sp.exp(-7*rr/10); Zs = sp.Rational(13, 10)
lf = sum(sp.diff(f, v, 2) for v in (x, y, z)); fz = sp.diff(f, z)
Af = Zs*z/rr*f+z*lf-sum(v*sp.diff(fz, v) for v in (x, y, z))-fz
to_par = {x: sp.sqrt(xi*eta)*sp.cos(ph), y: sp.sqrt(xi*eta)*sp.sin(ph), z: (xi-eta)/2}
g = f.subs(to_par); Dp = lambda s: sp.diff(s*sp.diff(g, s), s)+sp.diff(g, ph, 2)/(4*s)
pt = {xi: 1.3, eta: 0.6, ph: 0.8}; cart = {v: e.subs(pt) for v, e in to_par.items()}
assert abs(sp.N(lf.subs(cart))-sp.N((4*(Dp(xi)+Dp(eta))/(xi+eta)).subs(pt))) < 1e-10
assert abs(sp.N(Af.subs(cart))-sp.N(((Zs*(xi-eta)*g-2*(eta*Dp(xi)-xi*Dp(eta)))/(xi+eta)).subs(pt))) < 1e-10
for p, M in [(0, 0), (2, 0), (1, 1), (3, 2)]:
    kp = sp.Rational(2, 5); s = kp*xi; h = s**sp.Rational(M, 2)*sp.exp(-s/2)*sp.assoc_laguerre(p, M, s)
    lhs = sp.diff(xi*sp.diff(h, xi), xi)-M*M*h/(4*xi)-kp**2*xi*h/4
    assert abs(sp.N((lhs+kp*(p+sp.Rational(M+1, 2))*h).subs(xi, 1.7))) < 1e-12

# harmonic convention against mpmath
px, py, pz = 0.3, -0.8, 0.5; pr = sqrt(px*px+py*py+pz*pz)
for l in range(5):
    for m in range(-l, l+1):
        val = sum(v*px**q[0]*py**q[1]*pz**q[2]*pr**q[3] for q, v in solid(l, m).items())/pr**l
        assert abs(val-complex(mp.spherharm(l, m, acos(pz/pr), atan2(py, px)))) < 1e-12

# coupling built from its definition; product index = (j-m1)*n + (j-m2)
def coupling(n):
    j = (n-1)/2; Jp = np.zeros((n, n)); I = np.eye(n)
    for i in range(1, n): Jp[i-1, i] = sqrt(j*(j+1)-(j-i)*(j-i+1))
    J1, J2 = np.kron(Jp, I), np.kron(I, Jp); C = {}
    for l in range(n):
        cols = [i1*n+(n-1-l-i1) for i1 in range(n-l)]
        ns = null_space((J1+J2)[:, cols]); assert ns.shape[1] == 1
        v = np.zeros(n*n); v[cols] = ns[:, 0]*np.sign(ns[0, 0])
        for m in range(l, -l-1, -1):
            C[l, m] = v
            if m > -l: v = (J1+J2).T@v/sqrt(l*(l+1)-m*(m-1))
    Jz = np.diag([j-i for i in range(n)])
    return J1, J2, np.kron(Jz, I)-np.kron(I, Jz), C

# main result
worst = 0.0; naive = 0.0
for n, Z in [(1, 1), (2, 1), (3, 1), (4, 1), (5, 1), (6, 1), (4, 2)]:
    kp = Z/n; C = coupling(n)[3]
    for n1, n2, m in labels(n):
        j, m1, m2 = jm(n1, n2, m); idx = int(j-m1)*n+int(j-m2); u = par(n1, n2, m, Z)
        assert abs(inner(u, u, kp)-1) < 1e-9
        for l in range(abs(m), n):
            ov = inner(sph(n, l, m, Z), u, kp); cg = float(clebsch_gordan(j, j, l, m1, m2, m))
            assert abs(cg-C[l, m][idx]) < 1e-12
            worst = max(worst, abs(ov-(-1)**int(l+j-m1)*cg)); naive = max(naive, abs(ov-cg))
            assert abs(ov-(-1)**int(j+m1)*float(clebsch_gordan(j, j, l, m2, m1, m))) < 1e-9
            if l == 0: assert abs(ov-1/sqrt(n)) < 1e-9
        assert abs(C[n-1, m][idx]-sqrt(comb(n-1, int(j+m1))*comb(n-1, int(j+m2))/comb(2*n-2, n-1+m))) < 1e-12
        lead = par_norm(n1, n2, m, Z)*(-kp)**(n1+n2)*(-1)**n2/(factorial(n1)*factorial(n2))
        top = inner(sph(n, n-1, m, Z), lin((lead, mul(transverse(m), power(X[2], n1+n2)))), kp)
        assert abs(top-ov) < 1e-9 and np.sign(top.real) == (-1)**int(j+m1)
assert worst < 1e-9 and naive > 1.0

# eigenvalues, ladder matrices in the rephased parabolic basis, signs in both bases, z = 3n K_z/(2Z)
for n, Z in [(2, 1), (3, 1), (4, 2)]:
    kp = Z/n; J1, J2, Kz, C = coupling(n); B = [None]*(n*n)
    for n1, n2, m in labels(n):
        j, m1, m2 = jm(n1, n2, m); u = par(n1, n2, m, Z)
        assert same(ham(u, kp, Z), lin((-kp*kp/2, u)))
        assert size(lin((1, A(2, u, kp, Z)), (-kp*(n1-n2), u))) < 1e-11*size(u)
        assert size(lin((-1j, Lam(2, u, kp)), (-m, u))) < 1e-11*size(u)
        L2 = inner(u, lin(*[(-1, Lam(i, Lam(i, u, kp), kp)) for i in range(3)]), kp)
        assert abs(L2-(n*n-1+m*m-(n1-n2)**2)/2) < 1e-9
        B[int(j-m1)*n+int(j-m2)] = lin(((-1)**int(j+m1), u))
    mat = lambda op: np.array([[inner(b, w, kp) for b in B] for w in [op(c) for c in B]]).T
    Lp = mat(lambda P: prune(Lpm(1, P, kp))); Kp = mat(lambda P: Kpm(1, P, kp, Z))
    assert np.abs(mat(lambda P: P)-np.eye(n*n)).max() < 1e-10
    assert np.abs((Lp+Kp)/2-J1).max() < 1e-9 and np.abs((Lp-Kp)/2-J2).max() < 1e-9
    assert np.abs(mat(lambda P: mul(X[2], P))-1.5*n/Z*Kz).max() < 1e-9
    for l in range(1, n):
        w = sqrt(2*l*(n*n-l*l)/(2*l+1))
        assert abs(inner(sph(n, l-1, l-1, Z), Kpm(-1, sph(n, l, l, Z), kp, Z), kp)-w) < 1e-9
        assert np.abs((J1-J2)@C[l-1, l-1]+w*C[l, l]).max() < 1e-12
        for m in range(-l+1, l+1):
            assert abs(inner(sph(n, l, m-1, Z), Lpm(-1, sph(n, l, m, Z), kp), kp)-sqrt(l*(l+1)-m*(m-1))) < 1e-9
        for m in range(-l+1, l):
            w = sqrt((n*n-l*l)*(l*l-m*m)/(4*l*l-1))
            assert abs(inner(sph(n, l-1, m, Z), A(2, sph(n, l, m, Z), kp, Z), kp)/kp+w) < 1e-9
            assert abs(C[l-1, m]@Kz@C[l, m]-w) < 1e-12

# worked example: hydrogen, n = 3
n, Z, F = 3, 1, 1e-5; kp = Z/n; nm = 'spd'
print(f"hydrogen Z={Z}, n={n}, j={sp.Rational(n-1, 2)}, kappa={kp:.6f} 1/bohr, E={-kp*kp/2:.6f} Eh")
print(f"max |overlap - signed CG|, n<=6: {worst:.1e}; max |overlap - unsigned CG|: {naive:.3f}")
print("CG <j m1 j m2|l m> (dimensionless):")
for n1, n2, m in labels(n):
    j, m1, m2 = jm(n1, n2, m)
    print(f" ({n1},{n2},{m}) m1={m1} m2={m2} j-m1={j-m1}:", ", ".join(f"{nm[l]} {clebsch_gordan(j, j, l, m1, m2, m)}" for l in range(abs(m), n)))
print("integrated overlaps <3 l m|n1 n2 m> (dimensionless):")
U = {}
for lab in labels(n):
    U[lab] = np.array([inner(sph(n, l, lab[2], Z), par(*lab, Z), kp).real for l in range(abs(lab[2]), n)])
    print(f" {lab}:", ", ".join(f"{nm[abs(lab[2])+i]} {round(c, 6)+0.0:+.6f}" for i, c in enumerate(U[lab])))
for l in (1, 2):
    print(f"<3,{l-1},{l-1}|K-|3,{l},{l}> = {inner(sph(n, l-1, l-1, Z), Kpm(-1, sph(n, l, l, Z), kp, Z), kp).real:+.6f} hbar")
wts = U[(2, 0, 0)]**2; L2 = sum(l*(l+1)*wts[l] for l in range(n))
assert abs(L2-(n*n-1-4)/2) < 1e-10
print("weights s,p,d in (2,0,0):", " ".join(f"{w:.6f}" for w in wts), f"; <L^2> = {L2:.6f} hbar^2")
cm = pc['hartree-inverse meter relationship'][0]/100; fld = pc['atomic unit of electric field'][0]/1e5
print(f"field F = {F:.1e} a.u. = {F*fld:.3f} kV/cm; 1 Eh = {cm:.2f} cm^-1")
for m in (0, 1, -1, 2, -2):
    ls = range(abs(m), n)
    zm = np.array([[inner(sph(n, l, m, Z), mul(X[2], sph(n, q, m, Z)), kp).real for q in ls] for l in ls])
    for i in range(len(zm)-1): print(f"<3{nm[abs(m)+i]},m={m}|z|3{nm[abs(m)+i+1]},m={m}> = {zm[i, i+1]:+.6f} bohr")
    ev, vec = np.linalg.eigh(zm); labs = [q for q in labels(n) if q[2] == m][::-1]
    for i, lab in enumerate(labs):
        assert abs(ev[i]-1.5*n*(lab[0]-lab[1])/Z) < 1e-9 and abs(abs(vec[:, i]@U[lab])-1) < 1e-9
        zz = round(U[lab]@zm@U[lab], 9)+0.0
        print(f" {lab} k={lab[0]-lab[1]:+d}: <z> = {zz:+.4f} bohr, shift = {zz*F:+.3e} Eh = {zz*F*cm:+.3f} cm^-1")
print("finished without a failed check")
```

Output:

```
hydrogen Z=1, n=3, j=1, kappa=0.333333 1/bohr, E=-0.055556 Eh
max |overlap - signed CG|, n<=6: 1.2e-12; max |overlap - unsigned CG|: 2.000
CG <j m1 j m2|l m> (dimensionless):
 (2,0,0) m1=1 m2=-1 j-m1=0: s sqrt(3)/3, p sqrt(2)/2, d sqrt(6)/6
 (1,1,0) m1=0 m2=0 j-m1=1: s -sqrt(3)/3, p 0, d sqrt(6)/3
 (0,2,0) m1=-1 m2=1 j-m1=2: s sqrt(3)/3, p -sqrt(2)/2, d sqrt(6)/6
 (1,0,1) m1=1 m2=0 j-m1=0: p sqrt(2)/2, d sqrt(2)/2
 (0,1,1) m1=0 m2=1 j-m1=1: p -sqrt(2)/2, d sqrt(2)/2
 (1,0,-1) m1=0 m2=-1 j-m1=1: p sqrt(2)/2, d sqrt(2)/2
 (0,1,-1) m1=-1 m2=0 j-m1=2: p -sqrt(2)/2, d sqrt(2)/2
 (0,0,2) m1=1 m2=1 j-m1=0: d 1
 (0,0,-2) m1=-1 m2=-1 j-m1=2: d 1
integrated overlaps <3 l m|n1 n2 m> (dimensionless):
 (2, 0, 0): s +0.577350, p -0.707107, d +0.408248
 (1, 1, 0): s +0.577350, p +0.000000, d -0.816497
 (0, 2, 0): s +0.577350, p +0.707107, d +0.408248
 (1, 0, 1): p -0.707107, d +0.707107
 (0, 1, 1): p -0.707107, d -0.707107
 (1, 0, -1): p +0.707107, d -0.707107
 (0, 1, -1): p +0.707107, d +0.707107
 (0, 0, 2): d +1.000000
 (0, 0, -2): d +1.000000
<3,0,0|K-|3,1,1> = +2.309401 hbar
<3,1,1|K-|3,2,2> = +2.000000 hbar
weights s,p,d in (2,0,0): 0.333333 0.500000 0.166667 ; <L^2> = 2.000000 hbar^2
field F = 1.0e-05 a.u. = 51.422 kV/cm; 1 Eh = 219474.63 cm^-1
<3s,m=0|z|3p,m=0> = -7.348469 bohr
<3p,m=0|z|3d,m=0> = -5.196152 bohr
 (0, 2, 0) k=-2: <z> = -9.0000 bohr, shift = -9.000e-05 Eh = -19.753 cm^-1
 (1, 1, 0) k=+0: <z> = +0.0000 bohr, shift = +0.000e+00 Eh = +0.000 cm^-1
 (2, 0, 0) k=+2: <z> = +9.0000 bohr, shift = +9.000e-05 Eh = +19.753 cm^-1
<3p,m=1|z|3d,m=1> = -4.500000 bohr
 (0, 1, 1) k=-1: <z> = -4.5000 bohr, shift = -4.500e-05 Eh = -9.876 cm^-1
 (1, 0, 1) k=+1: <z> = +4.5000 bohr, shift = +4.500e-05 Eh = +9.876 cm^-1
<3p,m=-1|z|3d,m=-1> = -4.500000 bohr
 (0, 1, -1) k=-1: <z> = -4.5000 bohr, shift = -4.500e-05 Eh = -9.876 cm^-1
 (1, 0, -1) k=+1: <z> = +4.5000 bohr, shift = +4.500e-05 Eh = +9.876 cm^-1
 (0, 0, 2) k=+0: <z> = +0.0000 bohr, shift = +0.000e+00 Eh = +0.000 cm^-1
 (0, 0, -2) k=+0: <z> = +0.0000 bohr, shift = +0.000e+00 Eh = +0.000 cm^-1
finished without a failed check
```
